# Stochastic Velocity Rescaling: Kinetic-Energy Equation, Finite-Step Factor and Effective Energy

## 1. The decision at stake

A first-principles molecular dynamics run needs a time step. At constant energy, one watches the total energy $H$: if it wanders, the step is too long or the forces are poorly converged. With a thermostat this check is lost, because $H$ is supposed to change. The Bussi-Donadio-Parrinello thermostat restores it, since the energy it exchanges with the nuclei is known at every step and can be subtracted. These notes derive the thermostat and the subtracted quantity, and show what that quantity can and cannot tell us.

## 2. Setting and the canonical law of $K$

The algebra is in atomic units, with $\beta=1/(k_BT)$. Numbers are in eV, Å and fs. The nuclei are classical, with

$$H=K+V(q),\qquad K=\sum_i\frac{p_i^2}{2m_i}.$$

Define mass-weighted momenta $x_i=p_i/\sqrt{m_i}$, so that $K=|x|^2/2$. If the total momentum is zero, $x$ lies in a linear subspace. Let $N_f$ be the dimension of the space available to $x$, and let $x_1,\dots,x_{N_f}$ be orthonormal components in it. We take $N_f\ge2$.

At fixed positions the canonical density of $x$ is proportional to $e^{-\beta|x|^2/2}$. It depends on the length $r=|x|$ alone, so the direction $n=x/|x|$ is uniform and independent of $K$. The volume element contains $r^{N_f-1}dr$. With $r=\sqrt{2K}$ and $dr=dK/\sqrt{2K}$,

$$r^{N_f-1}dr=(2K)^{N_f/2-1}dK ,$$

and therefore

$$P(K)=C\,K^{N_f/2-1}e^{-\beta K}. \tag{1}$$

Put $s=N_f/2$. Since $\int_0^\infty K^{s-1}e^{-\beta K}dK=\Gamma(s)/\beta^s$, the first two moments are $s/\beta$ and $s(s+1)/\beta^2$. Hence

$$\bar K=\frac{N_f}{2\beta},\qquad \mathrm{Var}\,K=\frac{N_f}{2\beta^2}=\frac{2\bar K^2}{N_f}. \tag{2}$$

The relative spread is $\sqrt{2/N_f}$. A correct thermostat must reproduce this spread as well as the mean.

## 3. The stochastic equation

We look for an equation of the form

$$dK=A(K)\,dt+\sqrt{2D(K)}\,dW, \tag{3}$$

where $W$ is a Wiener process: $dW$ has mean zero and variance $dt$ and is independent of the past. We use the Itô convention, in which coefficients are evaluated at the start of each interval.

First we need the equation for the probability density $\rho(K,t)$. For a smooth function $f$ that vanishes near the ends of the $K$ axis, Itô's rule keeps the second-order term with $(dK)^2=2D\,dt$. Averaging removes the $dW$ term:

$$\frac{d}{dt}\langle f\rangle=\langle Af'+Df''\rangle .$$

Write the averages as integrals over $\rho$ and integrate by parts, once in the first term and twice in the second. Because $f$ is arbitrary,

$$\frac{\partial\rho}{\partial t}=-\frac{\partial J}{\partial K},\qquad J=A\rho-\frac{\partial(D\rho)}{\partial K}.$$

Now impose three demands:

- The mean drift is a simple relaxation, $A=(\bar K-K)/\tau$.
- The canonical law (1) is stationary with zero flux, $J=0$.
- $D\to0$ as $K\to0$, so that noise does not push $K$ below zero.

Zero flux means $(DP)'=AP$. For $N_f\ge2$, $P$ is bounded near zero, so the third demand gives $DP\to0$ there. Integration from zero yields

$$D(K)P(K)=\frac1\tau\int_0^K(\bar K-y)P(y)\,dy .$$

To evaluate the integral, differentiate $KP$ using (1):

$$(KP)'=P\left[1+\frac{N_f}{2}-1-\beta K\right]=\beta(\bar K-K)P .$$

The integral is therefore $KP/\beta$, and with $1/\beta=2\bar K/N_f$,

$$D=\frac{K}{\beta\tau}=\frac{2K\bar K}{N_f\tau}. \tag{4}$$

Inserting $\sqrt{2D}$ in (3) gives the Bussi-Donadio-Parrinello equation:

$$dK=(\bar K-K)\frac{dt}{\tau}+2\sqrt{\frac{K\bar K}{N_f}}\,\frac{dW}{\sqrt\tau}. \tag{5}$$

The noise is fixed by the drift and the canonical law. The parameter $\tau$ sets the rate of exchange and does not enter the stationary law.

**Does $K$ reach zero?** Rescaling cannot revive momenta that have vanished, so this matters. Choose $s(K)$ with $s'=1/(DP)$. Then $Ds''=-D(DP)'/(DP)^2=-A/(DP)=-As'$, so $As'+Ds''=0$ and the mean of $s$ stays constant. Start at $K_0$ between $\varepsilon$ and $b$. Equating the initial value of $s$ to its mean at the first exit gives

$$\mathrm{Prob}(\varepsilon\text{ before }b)=\frac{s(b)-s(K_0)}{s(b)-s(\varepsilon)} .$$

Here $s'\propto K^{-N_f/2}e^{\beta K}$, whose integral diverges at zero for $N_f\ge2$. So $s(\varepsilon)\to-\infty$ and the probability tends to zero for every $b$. Starting from $K>0$, the kinetic energy does not reach zero.

## 4. The same equation from a Langevin process

Equation (5) has a square-root noise, but it can be solved through an auxiliary vector. Let

$$dx_i=-\frac{x_i}{2\tau}dt+\frac{1}{\sqrt{\beta\tau}}dW_i,\qquad i=1,\dots,N_f, \tag{6}$$

with independent $W_i$. Itô's rule for $K=\frac12\sum x_i^2$ gives

$$dK=\sum_i x_i\,dx_i+\frac12\sum_i(dx_i)^2 .$$

The friction contributes $-\sum x_i^2dt/(2\tau)=-K\,dt/\tau$. The second-order term contributes $N_f\,dt/(2\beta\tau)=\bar K\,dt/\tau$. The noise is $(\beta\tau)^{-1/2}\sum x_i\,dW_i$.

Given the past, $\sum x_i\,dW_i$ has mean zero and variance $|x|^2dt$. It is therefore $|x|\,dW$, where $dW=n\cdot dW_{\rm vec}$ is the component of the noise along the unit vector $n$ and is again a Wiener increment. With $|x|=\sqrt{2K}$, the noise amplitude is

$$\sqrt{\frac{2K}{\beta\tau}}=\sqrt{\frac{4K\bar K}{N_f\tau}} ,$$

which is that of (5). The length of the Langevin vector thus follows the desired law. We borrow this length and leave the direction of the real momenta alone.

## 5. The finite-step factor

Multiply (6) by $e^{t/2\tau}$. The friction cancels, leaving

$$d\left(e^{t/2\tau}x_i\right)=\frac{e^{t/2\tau}}{\sqrt{\beta\tau}}\,dW_i .$$

Integrate over a step $\Delta t$ and set $c=e^{-\Delta t/\tau}$. The accumulated noise is Gaussian, with variance

$$\frac{1}{\beta\tau}\int_0^{\Delta t}e^{-u/\tau}du=\frac{1-c}{\beta} .$$

Therefore

$$x'=\sqrt c\,x+\sqrt{\frac{1-c}{\beta}}\;\xi, \tag{7}$$

where $\xi$ has independent standard normal components. Rotate the axes so that the first lies along $x$. A standard normal vector keeps its law under rotation, so its new components $R_1,\dots,R_{N_f}$ are also independent standard normal numbers. Squaring (7),

$$|x'|^2=2cK+2\sqrt{\frac{c(1-c)}{\beta}}\sqrt{2K}\,R_1+\frac{1-c}{\beta}\sum_iR_i^2 .$$

Divide by $2K$ and use $1/(2\beta)=\bar K/N_f$. The ratio $\alpha^2=K'/K$ is

$$\alpha^2=c+a\sum_{i=1}^{N_f}R_i^2+2\sqrt{ca}\,R_1,\qquad a=\frac{(1-c)\bar K}{N_fK}. \tag{8}$$

The same $R_1$ appears in both places. This makes $\alpha^2=(\sqrt c+\sqrt a\,R_1)^2+a\sum_{i\ge2}R_i^2$, which cannot be negative. Every momentum is multiplied by the positive root $\alpha$, which is continuous with $\alpha=1$ because $K$ does not pass through zero.

For $N_f=1$ the momentum can reverse. The signed factor $\alpha=\sqrt c+\sqrt a\,R_1$ then makes $\alpha x$ a Langevin step of the form (7).

No expansion in $\Delta t/\tau$ was made, so (8) is exact for the thermostat acting alone. Alternating it with Hamiltonian motion does split the dynamics into two parts. Section 6 shows that the split does not disturb the canonical law.

### One rescaling by hand

Take $N_f=3$, $k_BT=0.05$ eV, $\bar K=0.075$ eV, $\tau=20$ fs, $\Delta t=1$ fs and $K=0.06$ eV. Let the normal numbers be $0.5,\,-1.0,\,0.8$, with sum of squares $0.25+1.00+0.64=1.89$. Then

$$c=e^{-1/20}=0.95123,\qquad a=\frac{(1-0.95123)\times0.075}{3\times0.06}=0.02032,$$

$$\alpha^2=0.95123+0.03841+0.13903=1.12867,\qquad \alpha=1.0624 .$$

The new kinetic energy is $1.12867\times0.06=0.0677$ eV, or $0.00249$ hartree. The thermostat has supplied $0.0077$ eV.

### Mean, variance and limits

Write $S=\sum R_i^2$. Its mean is $N_f$ and its variance is $2N_f$. Its covariance with $R_1$ is $\langle R_1^3\rangle=0$. Since $aK=(1-c)\bar K/N_f$, equation (8) gives, for given $K$,

$$\langle K'\rangle=\bar K+c(K-\bar K),$$

$$\mathrm{Var}\,K'=\frac{4c(1-c)K\bar K}{N_f}+\frac{2(1-c)^2\bar K^2}{N_f}. \tag{9}$$

For $\Delta t\gg\tau$, $c\to0$ and $K'=\bar KS/N_f$: a fresh canonical value, with no memory of $K$. For large $N_f$ with $K$ of the order of $\bar K$, the noise relative to $\bar K$ falls as $N_f^{-1/2}$, and single steps approach the deterministic relaxation as long as $K-\bar K$ is itself of the order of $\bar K$. Near equilibrium this fails: by (2) and (9) the drift also falls as $N_f^{-1/2}$, and the ratio of root-mean-square noise to root-mean-square drift is $\sqrt{(1+c)/(1-c)}$ for every $N_f$.

As an example, start from $K=0.15$ eV and wait 10 fs with the parameters above. The mean is $0.075+0.075\,e^{-1/2}=0.1205$ eV and the standard deviation is $0.0645$ eV. A numerical solution of the Fokker-Planck equation, built from the drift and (4), gives the same values to these digits.

## 6. Why the canonical distribution is preserved

Let $x$ in (7) be canonical, so each component has variance $1/\beta$. Each component of $x'$ has variance $c/\beta+(1-c)/\beta=1/\beta$, and its covariance with the same component of $x$ is $\sqrt c/\beta$. A Gaussian pair of zero mean is determined by these numbers, and they are unchanged when $x$ and $x'$ are swapped. The pair $(K,K')$ is then symmetric too. If $T(K\to K')$ is the transition density,

$$P(K)\,T(K\to K')=P(K')\,T(K'\to K). \tag{10}$$

This is detailed balance for the kinetic energy. Integrating over $K$ shows that $P$ is preserved.

The actual move takes $x=\sqrt{2K}\,n$ to $\sqrt{2K'}\,n$. In the canonical law $n$ is independent of $K$. The numbers $R_i$ are standard normal whatever $n$ is, so $n$ is independent of the pair $(K,K')$. After the move the direction is still uniform and independent of a kinetic energy distributed as $P$. The full momentum distribution is preserved at fixed positions. Exact Hamiltonian motion also preserves the canonical law, and hence so does any alternation of the two.

Preservation is weaker than ergodicity, which is the property that one long trajectory visits the whole canonical distribution. The thermostat changes no momentum direction, so the forces must do that mixing. An isolated molecule shows a definite failure: rescaling multiplies its angular momentum $\sum q\times p$ by $\alpha$, and the forces conserve it. Its direction therefore stays fixed for the whole run.

## 7. The effective energy

Let step $j$ consist of an integrator move, which changes $H$ by $\delta_j$, and a rescaling. The rescaling leaves the positions and $V$ unchanged, so it changes $H$ by

$$w_j=K_{\rm after}-K_{\rm before}=(\alpha_j^2-1)K_{\rm before}.$$

After $n$ steps $H_n=H_0+\sum_j\delta_j+\sum_jw_j$. Define

$$\tilde H_n=H_n-\sum_{j=1}^n w_j=H_0+\sum_{j=1}^n\delta_j. \tag{11}$$

For exact Hamiltonian motion $\delta_j=0$ and $\tilde H$ is constant. In continuous time the thermostat work is the integral of (5):

$$\tilde H(t)=H(t)-\int_0^t(\bar K-K)\frac{dt'}{\tau}-2\int_0^t\sqrt{\frac{K\bar K}{N_f}}\,\frac{dW}{\sqrt\tau}.$$

In a program the sum in (11) is the form to use, since it needs no approximation of the integrals.

Two consequences follow from (11). First, $\delta_j$ contains whatever spoils energy conservation during the integrator move. Besides the finite step, this includes forces that are not the gradient of the computed energy, as with an incompletely converged electronic state. Second, (11) holds for any factor $\alpha_j$, even a wrong one. A steady $\tilde H$ supports the integration and says nothing about whether the thermostat samples the right distribution.

**Dependence on the time step.** Velocity Verlet computes

$$q'=q+\Delta t\,\frac pm+\frac{\Delta t^2}{2}\frac{F(q)}{m},\qquad p'=p+\frac{\Delta t}{2}\left[F(q)+F(q')\right].$$

The first expression is the Taylor series of the exact motion through $\Delta t^2$. In the second, $F(q')=F+\Delta t\,\dot F+O(\Delta t^2)$ gives $p+\Delta t\,F+\frac12\Delta t^2\dot F$, again correct through $\Delta t^2$. The exact motion conserves $H$, so for smooth forces $\delta_j=O(\Delta t^3)$. A fixed time $t$ contains $t/\Delta t$ steps, and the accumulated error is $O(\Delta t^2)$. Its coefficient may grow with $t$, so a slow drift in long runs is not excluded.

## 8. What a change of $\tilde H$ means for sampling

Let $z=(q,x)$, let $\pi(z)\propto e^{-\beta H(z)}$, and let $y=\Phi(z)$ be the result of one Verlet step. That step is a sequence of three shears: momenta shifted by a function of positions, positions by a function of momenta, momenta again. Each has unit Jacobian, so $dy=dz$.

Let the thermostat take $y$ to $z'$ with probability $M(y\to z')dz'$. Start from the canonical law, and weight each outcome by $e^{-\beta\delta}$ with $\delta=H(y)-H(z)$. For any observable $f$,

$$\langle e^{-\beta\delta}f(z')\rangle=\int dz\,\pi(z)\,e^{-\beta[H(y)-H(z)]}\int dz'\,M(y\to z')f(z').$$

The product of the first two factors is $\pi(y)$. Changing variables from $z$ to $y$ and using the invariance proved in section 6,

$$\langle e^{-\beta\delta}f(z')\rangle=\int dy\,\pi(y)\int dz'M(y\to z')f(z')=\int dz'\,\pi(z')f(z').$$

The weighted ensemble is canonical again, so the argument can be repeated. After $n$ steps the weights multiply to $e^{-\beta\Delta\tilde H}$, where $\Delta\tilde H=\tilde H_n-H_0$. Setting $f=1$,

$$\left\langle e^{-\beta\Delta\tilde H}\right\rangle=1. \tag{12}$$

Since $e^{-u}\ge1-u$, equation (12) implies $\langle\Delta\tilde H\rangle\ge0$. From a canonical start, integration errors cannot lower $\tilde H$ on average. The weight also gives a scale for judging them: while $|\Delta\tilde H|\ll k_BT$ the weights are close to one, and the unweighted ensemble is close to canonical.

## 9. A hydrogen molecule

The potential is the restricted Hartree-Fock curve of H$_2$ in the cc-pVDZ basis, computed at a set of bond lengths and joined by a spline. Its minimum is at 0.748 Å and the harmonic period is 7.28 fs. The bond length is not converged in this basis: cc-pVTZ and cc-pVQZ move the minimum to 0.734 Å, and in cc-pVTZ the mean bond length quoted below falls by a similar amount, while the period changes by about 0.01 fs or less. With zero total momentum, $N_f=6-3=3$. We keep $k_BT=0.05$ eV and $\tau=20$ fs. The vibrational quantum far exceeds this $k_BT$, so classical nuclei are a model for testing the thermostat and do not describe real hydrogen at this temperature.

**Energy record.** Four thousand copies start from the canonical distribution and run for 100 fs. The root-mean-square changes, taken over copies and times relative to each copy's initial energy, are:

| quantity | time step | rms change |
|---|---|---|
| $H$ | 0.1 fs | 0.082 eV |
| $\tilde H$ | 0.1 fs | $7.9\times10^{-5}$ eV |
| $\tilde H$ | 0.2 fs | $3.2\times10^{-4}$ eV |

The change of $H$ exceeds $k_BT$ and reveals nothing about the step. The change of $\tilde H$ at 0.1 fs ($2.9\times10^{-6}$ hartree) is about 0.2% of $k_BT$. Doubling the step multiplies it by 4.08, with a sampling uncertainty of about 0.1, consistent with the factor 4 of a $\Delta t^2$ error.

**Sampling.** Since $\tilde H$ cannot test the distribution, other quantities must. At the end of the 0.1 fs run the mean bond length is $0.7552\pm0.0006$ Å, where the uncertainty is one standard error. Direct integration over the canonical distribution of the bond length, with weight $r^2e^{-\beta V(r)}$ restricted to the bound region between 0.45 and 1.40 Å, gives 0.7555 Å. The relative spread of $K$ is 0.815, against $\sqrt{2/3}=0.816$ from (2). Because the copies start canonical, these numbers show that the law is preserved, not that it is reached; accurate motion with no thermostat would pass them too. The mean bond length is also an insensitive probe, hardly changing over 100 fs when the noise is removed, whereas the spread of $K$ responds strongly.

If the noise is removed and the drift kept, in a run with a step of 0.2 fs, the spread falls to 0.193 after 100 fs, although the copies again started from the canonical law. Without noise each rescaling moves $K$ toward $\bar K$, and over the run this narrows the distribution of $K$; the noise in (5) is what balances this. How far it narrows depends on the system. Here only one of the three freedoms is a vibration that trades energy with $V$, and the noise-free rescaling also shifts kinetic energy from this vibration to the rotation; a system of vibrations alone keeps a wider spread.

**A coarse step.** With $\Delta t=1$ fs, about a seventh of the vibrational period, 30000 copies run for 100 steps. The final average in (12) is $1.0012\pm0.0012$, consistent with one. The change of $\tilde H$, averaged over the run and the copies, is $(0.0154\pm0.0008)\,k_BT$: positive by many standard errors. This agrees with the inequality, which fixes only the sign and not the size.

The numerical check covers these ensembles, the diffusion coefficient (4), the factor (8) and detailed balance (10).

## 10. Choosing $\tau$ and $\Delta t$

The stationary law does not depend on $\tau$, but the approach to it does. Averaging (5) and adding energy-conserving Hamiltonian motion gives

$$\frac{d\langle H\rangle}{dt}=\frac{\bar K-\langle K\rangle}{\tau}.$$

Consider a purely harmonic system whose vibrations are fast compared with $\tau$. Averaged over a period, half of $H$ is kinetic, so $\langle K\rangle-\bar K=\frac12(\langle H\rangle-\bar H)$, where $\bar H$ is the canonical mean. The total energy then relaxes with time constant $2\tau$, twice that of the thermostat acting alone. Equilibration should be planned with this longer time in mind. As long as $\tau$ stays long compared with the vibrational periods, shortening it speeds this relaxation of the mean total energy, at the price of a stronger disturbance of the natural motion. The estimate rests on this condition, and it says nothing about how fast energy is shared among modes. Harmonic forces alone conserve the energy of each mode. A rescaling changes the energy of a mode by $(\alpha^2-1)$ times its kinetic energy at that instant, so modes at different phases change by different fractions, and forces and thermostat together can alter the shares.

The time step is judged separately. Run the same system at two steps and compare the root-mean-square changes of $\tilde H$ over equal times, averaged over many independent runs as in section 9. The two trajectories of a single pair pass through different energies, so for a small system their ratio scatters widely. By section 8, changes small compared with $k_BT$ are sufficient for a canonical ensemble to stay close to canonical over that time. The condition is not shown to be necessary, and growth of the changes with run length or system size is not excluded. While they are small and the forces smooth, the root-mean-square changes should fall about fourfold when the step is halved, as in section 9. If they fall much less than fourfold, the step is probably not the main source of error, and the convergence of the forces is the next thing to examine. Some fall is still expected from force errors that are independent from step to step: each contributes a change of order $\Delta t$, and $t/\Delta t$ such changes with random signs add up to order $\sqrt{\Delta t}$, a factor of only $\sqrt2$ per halving. This holds while the changes are small compared with $k_BT$. Each random kick also adds kinetic energy of order $\Delta t^2$ on average, a steady heating of order $\Delta t$ over a fixed time; once the changes exceed about $k_BT$ this drift dominates and the factor approaches 2.

## Table of computed values

```
thermal energy kT                    0.050 eV
degrees of freedom nf                3
mean kinetic energy Kbar             0.0750 eV
relaxation time tau                  20.0 fs
-- one rescaling by hand --
time step                            1.0 fs
K before                             0.0600 eV
normal numbers R1, R2, R3            [ 0.5 -1.   0.8]
sum of squares                       1.8900
c = exp(-dt/tau)                     0.951229
a = (1-c) Kbar/(nf K)                0.020321
term a*sum(R^2)                      0.038407
term 2 sqrt(c a) R1                  0.139032
alpha^2                              1.128669
alpha                                1.062388
K after                              0.067720 eV
K after, converted                   0.002489 hartree
thermostat work K after - K before   0.007720 eV
-- exact law of K from a fixed start --
starting K                           0.150 eV
elapsed time                         10.0 fs
mean K, Fokker-Planck grid           0.12049 eV
mean K, formula                      0.12049 eV
std of K, Fokker-Planck grid         0.06450 eV
std of K, formula                    0.06450 eV
samples of the Gaussian recipe       400000
largest gap of cumulative laws       0.00110
-- H2, RHF/cc-pVDZ, classical nuclei --
bond length at the minimum           0.7480 angstrom
harmonic vibration period            7.281 fs
copies, and length of each run       4000, 100 fs
rms change of H, step 0.1 fs         0.08238 eV
rms change of H_eff, step 0.2 fs     3.230e-04 eV
rms change of H_eff, step 0.1 fs     7.923e-05 eV
same, converted                      2.912e-06 hartree
ratio of the two H_eff changes       4.077
mean bond, canonical quadrature      0.7555 angstrom
mean bond, end of dynamics           0.7552 angstrom
standard error of that mean          0.0006 angstrom
std(K)/mean(K), canonical            0.816
std(K)/mean(K), with noise           0.815
std(K)/mean(K), noise removed        0.193
-- coarse step, canonical start --
step, number of steps, copies        1.0 fs, 100, 30000
mean exp(-change of H_eff/kT), end   1.00124
standard error                       0.00115
run-averaged change of H_eff/kT      0.01535
standard error                       0.00075
```
